# Rashba Spin-Subband Imbalance and Beating in Shubnikov-de Haas Oscillations, part 1

(Sections cited here and not found follow in the second part.)

## First half: contours, densities and frequencies

Suppose that the resistance of a two-dimensional electron gas oscillates in a magnetic field and that the oscillations fade at 1.295 T, 0.694 T and 0.482 T. The obvious reading is that two frequencies beat, and that successive nodes are equally spaced in inverse field. For the model treated below, a straight line through the unrounded positions of these three nodes then gives a frequency difference of 1.54 T and a spin-orbit coupling of 0.561 meV nm. The values that produced the nodes are 1.64 T and 0.600 meV nm. The coupling comes out 6.5 % too low, relative to its true value, although the nodes carry no noise. Two relations are missing: one between the coupling and the densities of the two spin subbands, and one between those densities and the nodes in a finite field.

### Assumptions and theorem

The electrons have charge $-e$, with $e > 0$, and move in the $xy$ plane. The assumptions are these.

- **A1.** One orbital subband is occupied. Its mass $m$ is isotropic and independent of energy.
- **A2.** The spin-orbit coupling is linear in the wavevector and has the Rashba form, so that
$$ H = \frac{\hbar^2 k^2}{2m} + \alpha ( \sigma_x k_y - \sigma_y k_x ), \qquad \alpha > 0 . $$
- **A3.** The magnetic field $B > 0$ points along $+z$. It adds the Zeeman energy $\tfrac12 g \mu_B B \sigma_z$, where $\mu_B = e\hbar / 2 m_0$ and $m_0$ is the free-electron mass.
- **A4.** The Fermi level $E_F$ is held fixed while $B$ varies. The oscillations are weak, and the oscillating part of the resistance is proportional to the oscillating part of the density of states at $E_F$.

Electron-electron interactions enter at most through the values of $m$, $g$ and $\alpha$. Define

$$ k_\alpha = \frac{m \alpha}{\hbar^2} . $$

Let $n_-$ be the density in the branch of lower energy, $n_+$ that in the upper branch, $n = n_- + n_+$ and $\Delta n = n_- - n_+$, all at zero field.

**Theorem.** Let $n \ge k_\alpha^2 / \pi$. Under A1 to A4 the following hold.

(a) The density imbalance is
$$ \Delta n = \frac{k_\alpha}{\pi} \sqrt{ 2 \pi n - k_\alpha^2 } . $$

(b) The two semiclassical oscillation frequencies in $1/B$ are $f_\pm = (h/e) n_\pm$. Their sum is $h n / e$ and their difference is $\Delta f = f_- - f_+ = (h/e) \Delta n$.

(c) For $E_F > 0$, many filled Landau levels in both branches and equal amplitudes of the two oscillations, the nodes of the first harmonic lie at the fields that satisfy
$$ \left( \frac{\Delta f}{B} \right)^2 + \left( 1 - \frac{g m}{2 m_0} \right)^2 = \left( j + \tfrac12 \right)^2 , \qquad j = 0, 1, 2, \dots $$

Parts (a) and (b) are proved in this half, part (c) in the second. For fixed ratios of the level width and of $k_B T$ to the cyclotron energy, the equal-amplitude condition in (c) holds to leading order in $k_\alpha$ divided by the Fermi wavevector; the effect of the remainder is worked out after the proof.

### Lemma 1: the two Fermi contours

**Lemma 1.** The energies are $E_\pm(k) = \hbar^2 k^2 / 2m \pm \alpha k$. For $E_F > 0$ each branch has one circular Fermi contour, of radius
$$ k_\pm = Q \mp k_\alpha , \qquad Q = \sqrt{ k_\alpha^2 + \frac{2 m E_F}{\hbar^2} } , $$
and electrons on both contours have the same speed $\hbar Q / m$.

*Proof.* Write $M = \sigma_x k_y - \sigma_y k_x$. Its square is

$$ M^2 = \sigma_x^2 k_y^2 + \sigma_y^2 k_x^2 - k_x k_y ( \sigma_x \sigma_y + \sigma_y \sigma_x ) = k_x^2 + k_y^2 = k^2 , $$

because each Pauli matrix squares to one and different Pauli matrices anticommute. The eigenvalues of $M$ are therefore $+k$ or $-k$. The trace of $M$ is zero, so both occur once. This gives $E_\pm$.

Set $E_\pm(k) = E_F$ and multiply by $2m/\hbar^2$:

$$ k^2 \pm 2 k_\alpha k - \frac{2 m E_F}{\hbar^2} = 0 , \qquad k = \mp k_\alpha \pm' Q , $$

where $\pm'$ is the independent sign of the square root. For $E_F > 0$ we have $Q > k_\alpha$. The root with $-Q$ is then negative on either branch and is discarded, since $k$ is a radius. The root with $+Q$ is positive on either branch.

The radial slope of the energy is

$$ \frac{dE_\pm}{dk} = \frac{\hbar^2 k}{m} \pm \alpha = \frac{\hbar^2}{m} ( k \pm k_\alpha ) . $$

At $k = k_\pm = Q \mp k_\alpha$ the bracket equals $Q$ on both branches. Division by $\hbar$ gives the speed $\hbar Q / m$. $\square$

The two radii thus lie at the same distance $k_\alpha$ on either side of $Q$, and

$$ k_- - k_+ = 2 k_\alpha $$

at every positive Fermi energy. On each contour the spin lies in the plane, at right angles to the wavevector, because $M$ contains no $\sigma_z$ and its effective field $(k_y, -k_x)$ is perpendicular to $(k_x, k_y)$. The two spin directions at a given $\mathbf k$ are opposite. Since each direction reverses with $\mathbf k$, each filled circle has zero net spin. The density imbalance is an imbalance between branches and does not amount to a magnetization.

### Lemma 2: the densities

**Lemma 2.** For $E_F \ge 0$,
$$ n_\pm = \frac{k_\pm^2}{4\pi} , \qquad n = \frac{Q^2 + k_\alpha^2}{2\pi} , \qquad \Delta n = \frac{k_\alpha Q}{\pi} . $$

*Proof.* In a plane of unit area one orbital state occupies the area $(2\pi)^2$ in $\mathbf k$ space. Each branch holds one spin state at each $\mathbf k$, so there is no further factor of two. A filled circle of radius $k_\pm$ has area $\pi k_\pm^2$, and

$$ n_\pm = \frac{ \pi k_\pm^2 }{ (2\pi)^2 } = \frac{ k_\pm^2 }{ 4\pi } . $$

The sum and the difference follow from the squares of the radii:

$$ k_-^2 + k_+^2 = ( Q + k_\alpha )^2 + ( Q - k_\alpha )^2 = 2 Q^2 + 2 k_\alpha^2 , $$
$$ k_-^2 - k_+^2 = ( Q + k_\alpha )^2 - ( Q - k_\alpha )^2 = 4 Q k_\alpha . $$

Division by $4\pi$ gives the stated expressions. $\square$

*Proof of part (a).* An experiment fixes $n$ rather than $Q$. From Lemma 2, $Q^2 = 2\pi n - k_\alpha^2$. Inserting the positive root in $\Delta n = k_\alpha Q / \pi$ gives the theorem. The Fermi energy follows from the definition of $Q$:

$$ E_F = \frac{\hbar^2}{2m} ( Q^2 - k_\alpha^2 ) = \frac{\hbar^2}{2m} ( 2\pi n - 2 k_\alpha^2 ) = \frac{\hbar^2}{m} ( \pi n - k_\alpha^2 ) . $$

It is non-negative when $n \ge k_\alpha^2 / \pi$, which is the condition of the theorem. $\square$

**Remark 1 (weak coupling).** Let $k_F = \sqrt{2\pi n}$ be the Fermi wavevector without coupling. Taking $k_F$ out of the root gives

$$ \Delta n = \frac{ k_\alpha k_F }{ \pi } \sqrt{ 1 - \frac{ k_\alpha^2 }{ k_F^2 } } \simeq \frac{ k_\alpha k_F }{ \pi } = k_\alpha \sqrt{ \frac{2n}{\pi} } . $$

This has a direct reading. The density of states of one spin species without coupling is $m / 2\pi\hbar^2$, and the spin splitting at the Fermi wavevector is $2 \alpha k_F$. Their product is $m \alpha k_F / \pi \hbar^2 = k_\alpha k_F / \pi$. In a strip of energy as wide as the splitting, one branch is filled and the other is empty.

The weak form is too large by the factor $( 1 - k_\alpha^2 / k_F^2 )^{-1/2}$. Its relative error is therefore about $k_\alpha^2 / 2 k_F^2$ when the coupling is small. A strong case shows the difference. For $m = 0.2\, m_0$, $n = 10^{13}$ cm$^{-2}$ and an artificially large $\alpha = 150$ meV nm, contours were obtained by numerical diagonalization of the two-by-two Hamiltonian. Their imbalance agrees with part (a), while the weak form exceeds it by 15 %.

**Remark 2 (where the result ends).** At $n = k_\alpha^2 / \pi$ the root in part (a) becomes $\sqrt{ 2 k_\alpha^2 - k_\alpha^2 } = k_\alpha$, so $\Delta n = k_\alpha^2 / \pi = n$. The upper branch is then empty. At lower density the Fermi energy is negative and the upper branch plays no part. The equation $E_-(k) = E_F$ now has two positive roots,

$$ k = k_\alpha \pm Q , \qquad Q = \sqrt{ k_\alpha^2 - \frac{ 2 m |E_F| }{ \hbar^2 } } < k_\alpha , $$

and the occupied region is the ring between them. Its density is

$$ n = \frac{ ( k_\alpha + Q )^2 - ( k_\alpha - Q )^2 }{ 4\pi } = \frac{ k_\alpha Q }{ \pi } . $$

All electrons are in the lower branch, so the imbalance is $n$, and part (a) no longer applies. The areas of the two contours differ by $4\pi^2 n$. It is then the difference of the contour areas, and no longer their sum, that measures the total density.

### Recovering the coupling

Lemma 2 gives $k_\pm = \sqrt{ 4\pi n_\pm }$, and Lemma 1 gives $2 k_\alpha = k_- - k_+$. Hence

$$ k_\alpha = \sqrt{\pi} \left( \sqrt{n_-} - \sqrt{n_+} \right) , \qquad \alpha = \frac{\hbar^2}{m} \sqrt{\pi} \left( \sqrt{n_-} - \sqrt{n_+} \right) . $$

This inversion is unique in the range of the theorem. At fixed $n$,

$$ ( \pi \Delta n )^2 = k_\alpha^2 ( 2\pi n - k_\alpha^2 ) , \qquad \frac{ d ( \pi \Delta n )^2 }{ d ( k_\alpha^2 ) } = 2 ( \pi n - k_\alpha^2 ) . $$

The derivative is positive until the upper branch empties, so each imbalance between zero and $n$ belongs to one coupling strength. The sign of $\alpha$ cannot be found in this way. Reversing it exchanges the spin directions of the branches and leaves both contours unchanged.

The mass enters the inversion separately. The densities fix the wavevector $k_\alpha$. An energy times a length is obtained after multiplication by $\hbar^2/m$, so a relative error in $m$ becomes, to first order, an equal relative error of opposite sign in $\alpha$.

### Lemma 3: from contour area to frequency

In a magnetic field the canonical momentum $\mathbf p$ is replaced by $\hbar \mathbf k = \mathbf p + e \mathbf A$, with $B = \partial_x A_y - \partial_y A_x$. The components of $\mathbf k$ no longer commute. From $[ p_x , F ] = -i\hbar \partial_x F$,

$$ \hbar^2 [ k_x , k_y ] = e [ p_x , A_y ] + e [ A_x , p_y ] = -i\hbar e \, \partial_x A_y + i\hbar e \, \partial_y A_x = -i\hbar e B . $$

With the magnetic length $l$ defined by $l^2 = \hbar / eB$ this reads

$$ [ k_x , k_y ] = - \frac{i}{l^2} . $$

**Lemma 3.** In the semiclassical limit, a closed contour of area $A$ in $\mathbf k$ space gives oscillations periodic in $1/B$ with frequency $f = \hbar A / 2\pi e$.

*Proof.* The commutator can be written as $[ l^2 k_y , k_x ] = i$. Thus $l^2 k_y$ acts as a coordinate and $k_x$ as its conjugate wavenumber. The Bohr-Sommerfeld condition requires the phase-space area of a closed orbit, in these variables, to be

$$ l^2 A = 2\pi ( N + c ) , \qquad N \text{ an integer} , $$

where $c$ is an offset that becomes independent of $B$ in the semiclassical limit. Insert $l^2 = \hbar / eB$ and divide by $2\pi$:

$$ \frac{ \hbar A }{ 2\pi e } \, \frac1B = N + c . $$

At fixed Fermi level $A$ is fixed. One more level passes the Fermi level each time the left side changes by one, that is, each time $1/B$ changes by $2\pi e / \hbar A$. The inverse of this period is $f$. $\square$

*Proof of part (b).* The two contours have areas $A_\pm = \pi k_\pm^2 = 4\pi^2 n_\pm$. Lemma 3 gives

$$ f_\pm = \frac{\hbar}{2\pi e} \, 4\pi^2 n_\pm = \frac{ 2\pi\hbar }{ e } \, n_\pm = \frac{h}{e} \, n_\pm . $$

Adding and subtracting the two frequencies gives the other statements. $\square$

**Remark 3 (a factor of two).** Without coupling both spin species have density $n/2$, and both frequencies equal $h n / 2e$. The density read from a single unresolved frequency $f$ is therefore $2 e f / h$. Once the branches are resolved, each frequency counts the electrons of one branch, with no factor of two, and the total density is $e ( f_- + f_+ ) / h$. Both readings agree when the splitting goes to zero, because the unresolved frequency is the mean of $f_-$ and $f_+$.

**Remark 4 (what the semiclassical step leaves open).** Lemma 3 fixes the frequencies but leaves the offset $c$ undetermined. Two oscillations with a common offset would have nodes at $\Delta f / B = j + \tfrac12$. This rule treats the two orbits as independent and their offsets as constants. When $\Delta f / B$ is of order one, the two orbits enclose areas that differ by about one quantum, and neither assumption can be taken for granted. The first few nodes lie in this range. They are found at the highest fields, where the oscillations are strongest, so the question matters for measurement. It is settled by the Landau levels of the full Hamiltonian.

## Second half: Landau levels, nodes and a worked case

The symbols carried over are the coupling wavevector $k_\alpha = m\alpha/\hbar^2$, the zero-field branch densities $n_-$ (larger) and $n_+$ (smaller), their sum $n$ and difference $\Delta n$, and the magnetic length $l = \sqrt{ \hbar / eB }$. With $Q^2 = k_\alpha^2 + 2 m E_F / \hbar^2$, the first half established

$$ 2\pi n = Q^2 + k_\alpha^2 , \qquad \pi \Delta n = k_\alpha Q , \qquad f_\pm = \frac{h}{e} n_\pm , \qquad [ k_x , k_y ] = -\frac{i}{l^2} . $$

The Fermi level is fixed, and $\Delta f = f_- - f_+$.

### Lemma 4: the Landau levels

Let $\omega_c = eB/m$, so that $\hbar\omega_c = \hbar^2 / m l^2$. Define

$$ \kappa = k_\alpha l , \qquad \zeta = \frac{ g m }{ 2 m_0 } , \qquad \delta = \frac{ 1 - \zeta }{ 2 } . $$

The number $\zeta$ is the Zeeman splitting in units of $\hbar\omega_c$, since $g \mu_B B / \hbar\omega_c = g ( e\hbar / 2m_0 ) B \, m / ( \hbar e B )$.

**Lemma 4.** In units of $\hbar\omega_c$ the levels are one single level at $\delta$ and, for $N = 1, 2, \dots$, the pairs
$$ \varepsilon_N^\pm = N \pm \sqrt{ \delta^2 + 2 N \kappa^2 } . $$

*Proof.* Define $a = l ( k_x - i k_y ) / \sqrt2$. Then

$$ [ a , a^\dagger ] = \frac{l^2}{2} [ k_x - i k_y , k_x + i k_y ] = \frac{l^2}{2} \, 2i [ k_x , k_y ] = 1 , $$

so $a$ lowers an oscillator index. Moreover,

$$ a^\dagger a = \frac{l^2}{2} \left( k^2 - i [ k_x , k_y ] \right) = \frac{l^2}{2} \left( k^2 - \frac{1}{l^2} \right) , \qquad k^2 = \frac{ 2 a^\dagger a + 1 }{ l^2 } . $$

The kinetic energy is therefore $a^\dagger a + \tfrac12$ in units of $\hbar\omega_c$.

In the coupling, the matrix element from spin down to spin up is $k_y + i k_x = i ( k_x - i k_y ) = i \sqrt2 \, a / l$. Multiplication by $\alpha$ and division by $\hbar^2 / m l^2$ turn it into $i \sqrt2 \, \kappa a$. It takes $|N,\downarrow\rangle$ to $|N-1,\uparrow\rangle$, with $a |N\rangle = \sqrt N |N-1\rangle$. The conjugate element leads back. The Hamiltonian thus splits into blocks of two states, with diagonal elements

$$ |N,\downarrow\rangle : \; N + \tfrac12 - \tfrac{\zeta}{2} = N + \delta , \qquad |N-1,\uparrow\rangle : \; N - \tfrac12 + \tfrac{\zeta}{2} = N - \delta , $$

and an off-diagonal element of magnitude $\kappa \sqrt{2N}$. The mean of the diagonal elements is $N$ and half their difference is $\delta$, which gives the stated pair. The state $|0,\downarrow\rangle$ has no partner, because $a |0\rangle = 0$. Its energy is $\tfrac12 - \tfrac{\zeta}{2} = \delta$. $\square$

As an independent test, the Hamiltonian was diagonalized on a real-space grid without ladder operators, for $\kappa = 0.7$ with $\zeta = 0.2$ and with $\zeta = -0.5$. The lowest 40 levels agree with the lemma to within $10^{-12}\, \hbar\omega_c$.

The coupling has now been tied to the densities of the two spin branches, those densities to the two semiclassical oscillation frequencies, and the Landau levels of the full Hamiltonian have been found. It remains to derive from these levels where the beat nodes lie, which is part (c) of the theorem, and to apply the result to measurements.

Numbers in the example were calculated in double precision.
